# Spin Mistracking and Conductance of a Linear Ballistic Domain Wall

## The problem

A ballistic magnetic wire has a wall in which the magnetization direction turns linearly. For one transverse mode,

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}-\frac{\Delta}{2}\,(\sigma_x\sin\theta+\sigma_z\cos\theta).$$

The angle $\theta$ is $0$ in the left lead, rises with slope $q=\pi/w$ across the wall of width $w$, and stays at $\pi$ in the right lead. The electrons are independent and coherent, the band is parabolic, the cross-section is uniform and the magnetization is rigid. Spin-orbit coupling is absent, the temperature is zero and the response is linear.

The longitudinal energy $E$ is measured from the mean band bottom. Define

$$\epsilon=\frac{2mE}{\hbar^2},\qquad D=\frac{m\Delta}{\hbar^2},\qquad k_{\uparrow,\downarrow}=\sqrt{\epsilon\pm D}.$$

Here $\uparrow$ is the majority state of the lead in which the electron is found, so in the right lead it is the laboratory down spin. $T_{ij}$ is the transmission probability from spin $j$ to spin $i$. The mistracking is $M=T_{\downarrow\uparrow}$, and $G=(e^2/h)\sum T_{ij}$ over open channels.

For numbers take $\Delta=1$ eV, the free-electron mass and three modes:

- fast, $E=4$ eV: $k_\uparrow=10.868$, $k_\downarrow=9.585$ nm$^{-1}$;
- slow, $E=0.6$ eV: $k_\uparrow=5.373$, $k_\downarrow=1.620$ nm$^{-1}$;
- closed, $E=0.3$ eV: $k_\uparrow=4.582$ nm$^{-1}$, $k_\downarrow=i\lambda$ with $\lambda=2.291$ nm$^{-1}$.

## (a) Find the wave numbers and matching conditions in the rotating frame.

**Answer.** Write $\psi=U\chi$ with $U=e^{-i\theta\sigma_y/2}$. This rotation turns the exchange term into $-D\sigma_z$. With $\hat p=-i\,d/dx$, differentiating $U$ gives $U^\dagger\hat pU=\hat p-\theta'\sigma_y/2$. Inside the wall $\theta'=q$, hence

$$\left(\hat p^2+\tfrac{q^2}{4}-q\sigma_y\hat p-D\sigma_z\right)\chi=\epsilon\chi .$$

The coefficients are constant. For $\chi=e^{ikx}\eta$,

$$\left(k^2+\tfrac{q^2}{4}-\epsilon\right)\eta=(qk\sigma_y+D\sigma_z)\eta .$$

The matrix on the right squares to $q^2k^2+D^2$. Squaring and collecting powers of $k^2$ gives

$$k^4-2k^2\left(\epsilon+\tfrac{q^2}{4}\right)+\left(\epsilon-\tfrac{q^2}{4}\right)^2-D^2=0,$$

$$k_{1,2}^2=\epsilon+\tfrac{q^2}{4}\pm\sqrt{\epsilon q^2+D^2}.$$

The potential is finite, so $\psi$ and $\psi'$ are continuous, and so is $U$. Since $\psi'=U(\chi'-i\theta'\sigma_y\chi/2)$, the continuous quantities are $\chi$ and

$$\mathcal D\chi=\chi'-\tfrac{\theta'}{2}J\chi,\qquad J=i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

In the leads $\mathcal D\chi=\chi'$.

For the fast mode at $w=1$ nm, $\epsilon=(k_\uparrow^2+k_\downarrow^2)/2=104.99$, $D=(k_\uparrow^2-k_\downarrow^2)/2=13.12$ and $q^2=9.87$, all in nm$^{-2}$. Thus $k^2=107.46\pm34.76$ nm$^{-2}$, so $k_1=11.93$ and $k_2=8.53$ nm$^{-1}$.

## (b) Solve the scattering problem, using the symmetry about the wall centre.

**Answer.** Put $x=0$ at the centre. Reflection reverses $\hat p$, and $\sigma_z\sigma_y\sigma_z=-\sigma_y$. The coupling $q\sigma_y\hat p$ is therefore unchanged if reflection is combined with $\sigma_z$. Solutions can be chosen with $\chi(-x)=s\sigma_z\chi(x)$, $s=\pm1$:

$$\chi_+=\begin{pmatrix}\cos kx\\-g\sin kx\end{pmatrix},\qquad
\chi_-=\begin{pmatrix}\sin kx\\ g\cos kx\end{pmatrix}.$$

Because $-q\sigma_y\hat p=qJ\,d/dx$, the upper row for $\chi_+$ reads $(k^2+q^2/4-D-\epsilon-qkg)\cos kx=0$. The upper row for $\chi_-$ gives the same condition,

$$g=\frac{k^2+q^2/4-D-\epsilon}{qk}.$$

The lower rows require $g(k^2+q^2/4+D-\epsilon)=qk$, which is the quartic of part (a).

For each sector, place the solutions for $k_1,k_2$ at $x=w/2$ in the columns of $X_s$, and their derivatives in those of $Y_s$. At isolated widths $X_s$ is singular or, if $k_2=0$, may be undefined; the scattering matrix is then found as a limit in $w$. At all other widths every solution of that sector obeys $\mathcal D\chi=L_s\chi$ at the edge, with

$$L_s=\left(Y_s-\tfrac q2JX_s\right)X_s^{-1}.$$

Let $a$ and $b$ be the incoming and outgoing amplitudes at the right edge, and $K=\mathrm{diag}(k_\uparrow,k_\downarrow)$. Then $\chi=a+b$ and $\chi'=iK(b-a)$, so $iK(b-a)=L_s(a+b)$ and

$$b=S_sa,\qquad S_s=(iK-L_s)^{-1}(iK+L_s).$$

A sector with right input $a_s$ has left input $s\sigma_za_s$. To have input $c$ from the left alone, require $a_++a_-=0$ and $\sigma_z(a_+-a_-)=c$. Hence $a_\pm=\pm\sigma_zc/2$. Adding the outputs on each side gives

$$t=\tfrac12(S_+-S_-)\sigma_z,\qquad r=\tfrac12\sigma_z(S_++S_-)\sigma_z .$$

For open channels $T_{ij}=(k_i/k_j)|t_{ij}|^2$, and likewise for $R_{ij}$. This solves the model exactly. With a closed minority channel the same formulas hold with $k_\downarrow=i\lambda$, and only $T_{\uparrow\uparrow}$ carries current.

For the fast mode at 1 nm, in nm$^{-1}$,

$$L_+=\begin{pmatrix}5.607&-8.574\\-8.574&7.164\end{pmatrix},\quad
L_-=\begin{pmatrix}26.821&27.793\\27.793&16.227\end{pmatrix}.$$

These matrices are real and symmetric. The flux-normalized $S_s$ are then symmetric too, so $T_{\uparrow\downarrow}=T_{\downarrow\uparrow}$. Solving the $2\times2$ systems gives $T_{\uparrow\uparrow}=T_{\downarrow\downarrow}=0.1567$ and $M=0.8433$. Therefore $G=2(0.1567+0.8433)\,e^2/h$, or $1.9999\,e^2/h=77.48\ \mu$S before rounding the terms. Most electrons mistrack, yet almost none are reflected. In this ballistic model, mistracking by itself is not resistance. In a diffusive metal whose mean free path depends on spin, mistracking mixes the two current channels and does add resistance; that effect lies outside the model.

## (c) Find the abrupt limit and the first tracked transmission.

**Answer.** Let $w\to0$ at fixed energy, so that $|k_{\uparrow,\downarrow}|w\ll1$. The laboratory spinor and its derivative change by terms of order $w$ across the wall. An incident laboratory up spin therefore keeps its spin, while its wave number changes from $k_\uparrow$ to $k_\downarrow$. Continuity gives $1+r=t$ and $k_\uparrow(1-r)=k_\downarrow t$, so $t=2k_\uparrow/(k_\uparrow+k_\downarrow)$. With the flux factor $k_\downarrow/k_\uparrow$,

$$M\to\frac{4k_\uparrow k_\downarrow}{(k_\uparrow+k_\downarrow)^2},\qquad
G\to\frac{e^2}{h}\frac{8k_\uparrow k_\downarrow}{(k_\uparrow+k_\downarrow)^2}.$$

The other incident spin supplies the factor two. The fast mode gives $1.992\,e^2/h$ (77.18 μS), the slow mode $1.424\,e^2/h$ (55.17 μS).

Tracking needs a laboratory spin flip. Integrating $\psi''=-(\epsilon+D\,\mathbf n\cdot\boldsymbol\sigma)\psi$ over the wall, with $\int\sin\theta\,dx=2w/\pi$, gives the flipped component a derivative jump $-(2Dw/\pi)t$. That component leaves with amplitude $b$, as $e^{ik_\uparrow x}$ on the right and $e^{-ik_\downarrow x}$ on the left. Its jump is $i(k_\uparrow+k_\downarrow)b$. Using $2D=k_\uparrow^2-k_\downarrow^2$,

$$T_{\uparrow\uparrow}=|b|^2\simeq\left[\frac{2k_\uparrow(k_\uparrow-k_\downarrow)w}{\pi(k_\uparrow+k_\downarrow)}\right]^2 .$$

If the minority channel is closed, $|k_\uparrow-i\lambda|=|k_\uparrow+i\lambda|$, and

$$G\simeq\frac{e^2}{h}\left(\frac{2k_\uparrow w}{\pi}\right)^2 .$$

With the minority channel closed, the conductance therefore vanishes in the abrupt limit. At $w=0.1$ nm this law gives $0.085\,e^2/h$, against $0.082\,e^2/h$ from the exact solution.

## (d) Find the wide-wall limit and its leading corrections.

**Answer.** Let both channels be open. To first order in $q$ the perturbation in the rotating frame is $V=-(\theta'\hat p+\hat p\theta')\sigma_y/2$, which flips the local spin. The outgoing wave from a source in channel $\downarrow$ has the Green-function factor $1/(2ik_\downarrow)$. For final wave number $k'=\pm k_\downarrow$, integration by parts gives

$$\left|\int e^{-ik'x}(\theta'\hat p+\hat p\theta')e^{ik_\uparrow x}dx\right|
=2q\left|\frac{k_\uparrow+k'}{k_\uparrow-k'}\sin\frac{(k_\uparrow-k')w}{2}\right|.$$

Multiply by $\frac12\cdot1/(2k_\downarrow)$, square, and include the flux ratio $k_\downarrow/k_\uparrow$. The choice $k'=k_\downarrow$ gives

$$M\simeq\frac{q^2(k_\uparrow+k_\downarrow)^2}{4k_\uparrow k_\downarrow(k_\uparrow-k_\downarrow)^2}
\sin^2\frac{(k_\uparrow-k_\downarrow)w}{2}.$$

The choice $k'=-k_\downarrow$ gives reflection. Both incident spins contribute equally, so

$$2-\frac{G}{e^2/h}\simeq\frac{q^2(k_\uparrow-k_\downarrow)^2}{2k_\uparrow k_\downarrow(k_\uparrow+k_\downarrow)^2}
\sin^2\frac{(k_\uparrow+k_\downarrow)w}{2}.$$

Reflection without a flip has amplitude of order $q^2$ and enters at order $q^4$. Thus $M\to0$ and $G\to2e^2/h=77.48\ \mu$S. With one open channel, a first-order flip leads to a decaying state and carries no current away, so $G\to e^2/h$.

The exact solution gives, with $G$ in $e^2/h$:

| $w$ (nm) | fast $M$ | slow $M$ | slow $G$ | closed $G$ |
|---:|---:|---:|---:|---:|
| 0.1 | 0.994 | 0.697 | 1.4290 | 0.082 |
| 0.5 | 0.959 | 0.466 | 1.4446 | 0.890 |
| 1 | 0.843 | 0.114 | 1.6687 | 0.994 |
| 4 | 0.005 | 0.057 | 1.9907 | 1.000 |
| 8 | 0.054 | 0.005 | 1.9997 | 1.000 |
| 15 | 0.003 | 0.000 | 1.9995 | 1.000 |

The slow conductance falls slightly between 8 and 15 nm. The correction explains this. At 15 nm its prefactor is $7.3\times10^{-4}$ and its sine squared is 0.67, giving a loss of $4.9\times10^{-4}$. At 8 nm the prefactor is larger, $2.6\times10^{-3}$, but the sine squared is 0.09 and the first-order loss is $2.2\times10^{-4}$, somewhat below the exact $2.6\times10^{-4}$.

## (e) Obtain a simple mistracking law for fast electrons. Does it depend on the corners of the profile?

**Answer.** Suppose $q\ll k_0$ and $k_\uparrow-k_\downarrow\ll k_0$, where $k_0=\sqrt\epsilon$. Write $\chi=e^{ik_0x}\varphi$ and drop $\varphi''$, $q\sigma_y\varphi'$ and $q^2\varphi/4$, which are small beside the terms kept:

$$i\varphi'=-\tfrac12(q\sigma_y+\kappa\sigma_z)\varphi,\qquad
\kappa=\frac{D}{k_0}=\frac{\Delta}{\hbar v},\quad v=\frac{\hbar k_0}{m}.$$

The spin precesses about a fixed axis at rate $\Omega=\sqrt{q^2+\kappa^2}$ per unit length. Its flip probability is $(q^2/\Omega^2)\sin^2(\Omega w/2)$. With $\xi=\kappa/q=\kappa w/\pi$,

$$M\simeq\frac{\sin^2\!\left(\frac{\pi}{2}\sqrt{1+\xi^2}\right)}{1+\xi^2}.$$

This tends to 1 for $\xi\to0$, subject to $q\ll k_0$, and has an envelope $1/\xi^2$ for $\xi\gg1$. For the fast mode $\kappa=1.281$ nm$^{-1}$. At 1 nm, $\xi=0.408$ and $M\simeq0.844$, against the exact 0.843. The dropped terms also shift the phase of the oscillation by an amount that grows with $w$. For the fast mode the resulting error in $M$ is below 2% of the envelope at 10 to 15 nm, but reaches 19% near 150 nm.

The law vanishes at $\xi=\sqrt{4n^2-1}$, when the spin completes $n$ full precessions. The first zero is at $w=\sqrt3\,\pi/\kappa=4.25$ nm; a numerical minimization of the exact $M$ finds 4.24 nm. A small $M$ at one width therefore does not show that the wall is adiabatic: $M$ rises again to 0.117 near 6.5 nm.

The $1/w^2$ envelope comes from the jumps of $\theta'$ at the wall edges. To first order, the flip amplitude has magnitude $\frac12\left|\int\theta'e^{i\kappa x}dx\right|$, half the Fourier component of $\theta'$ at $\kappa$. A jump gives a tail $1/\kappa$. The smooth slope $\theta'=q\,\mathrm{sech}(qx)$, with the same greatest value, gives one proportional to $e^{-\kappa w/2}$. For this smooth wall the first-order estimate has the right exponent, but it makes $M$ about 2.5 times too large. Direct numerical integration of the Schrödinger equation for this smooth wall gives $M=0.0233$ at 4 nm and $0.0018$ at 6 nm. Their ratio, 13, agrees with $e^{2\kappa}$ for $\kappa$ in nm$^{-1}$. The linear wall has 0.005 and 0.104: the smooth one tracks better at 6 nm, but not at 4 nm, close to the linear wall's zero.

## (f) How far does this describe a cobalt nanocontact?

**Answer.** The splitting and widths are in the rough regime of cobalt: about 1 nm for a wall squeezed into a constriction and 15 nm for an extended one. The model omits the true band structure. Real cobalt has several $s$ and $d$ bands with different velocities and splittings, and this model does not size their combined effect. Doubling the mass at fixed energies lowers the fast-mode $M$ at 1 nm from 0.843 to 0.706.

The ballistic assumption is much poorer for the extended wall. With a rough mean free path of 10 nm, the fraction $e^{-w/10\,\mathrm{nm}}$ crossing unscattered is 0.90 at 1 nm but 0.22 at 15 nm. The mean free path also depends on spin and can be much shorter for minority electrons. If theirs were 1 nm, only 0.37 of them would cross even the 1 nm wall unscattered. Averaging over the Fermi window at 300 K leaves the fast-mode mistracking at 1 nm unchanged at 0.843. In a rough internal field of 1.8 T the orbit radius is about 3.7 μm, so the path bends by 0.004 rad over 15 nm.

A wide contact contains slow and closed modes as well. Integrating the exact transmission uniformly over transverse energy, at a Fermi energy of 4 eV, gives a conductance relative to the same contact without a wall of 0.84 at 0.1 nm, 0.98 at 1 nm and 1.00 at 15 nm. For this wide contact, a conductance loss above about 2% needs a wall of about a nanometre or less, and comes mainly from modes with little longitudinal energy. This width depends on the ratio of splitting to Fermi energy: with the same splitting and a Fermi energy of 1 eV, the loss is 9% at 1 nm and still above 2% at 2 nm. A contact with few modes can behave differently. A single mode at $E=0.505$ eV, just above the minority band edge, has $G=1.49\,e^2/h$ at 4 nm and zero temperature, against $2\,e^2/h$ without the wall. This contrast is fragile: at 300 K the Fermi window extends well below the band edge, and the thermal averages are $1.48$ and $1.55\,e^2/h$.

All numerical values are calculated from the stated model.
